# Spurious Magnetism and Current Hysteresis in the Biased Hartree-Fock Anderson Model

## Two currents at one voltage

Take a single level with half-width $\Delta$, repulsion $U=12\Delta$ and bias $V=4.5\Delta$. Unrestricted Hartree-Fock (UHF) gives a current of either $0.734$ or $0.064\,e\Delta/\hbar$, depending on the starting moment. Without knowing where the second solution comes from, one could take this factor of 11 for a memory effect of the device.

Two thresholds must be kept apart. Magnetic solutions require $U>\pi\Delta$. At the symmetric point treated below, hysteresis of the current requires more, $U>4\pi\Delta/3$.

I set $\hbar=e=1$ and take zero temperature, wide-band leads, $\Gamma_L=\Gamma_R=\Delta$, level energy $\varepsilon_d=-U/2$ and chemical potentials $\pm V/2$. The total broadening $\Gamma_L+\Gamma_R=2\Delta$ is the full width, so $\Delta$ is the half-width at half-maximum. Moments are restricted to one axis (collinear UHF), and

$$u=\frac{U}{\pi\Delta},\qquad v=\frac{V}{2\Delta},\qquad m=n_\uparrow-n_\downarrow,\qquad x=\frac{Um}{2\Delta}.$$

## Contribution 1: the interaction as feedback

In mean field, spin $\sigma$ sees the level $\varepsilon_\sigma=\varepsilon_d+Un_{-\sigma}=U(n_{-\sigma}-\tfrac12)$. An electron entering from a lead state of energy $\omega$ has a level amplitude proportional to $a_\sigma(\omega,t)$, where

$$i\dot a_\sigma=(\varepsilon_\sigma-i\Delta-\omega)a_\sigma+1,\qquad n_\sigma=\sum_{\alpha=L,R}\Gamma_\alpha\int\frac{d\omega}{2\pi}f_\alpha(\omega)|a_\sigma|^2 .$$

In the steady state $a_\sigma=1/(\omega-\varepsilon_\sigma+i\Delta)$, the retarded Green function. Integrating the Lorentzian up to each chemical potential gives

$$n_\sigma=\frac12+\frac1{2\pi}\sum_{\pm}\arctan\frac{\pm V/2-\varepsilon_\sigma}{\Delta}.$$

This is a decreasing function $n_\sigma=F(n_{-\sigma})$ with

$$|F'|=\frac u2\sum_\pm\frac1{1+[(\pm V/2-\varepsilon_\sigma)/\Delta]^2}\le u .$$

If $u<1$, applying $F$ twice multiplies distances by at most $u^2$, so $n_\uparrow=F(F(n_\uparrow))$ has one solution. A decreasing continuous $F$ crosses the diagonal once, so there is one nonmagnetic solution, and for $u<1$ it is the only solution. The argument survives any gate voltage, bias or coupling asymmetry: these change the arguments of the Lorentzians and their weights, but the weights still sum to one. At $u=1$ the slope reaches one only at isolated points, so distances still shrink and the solution is still unique. Hence $U>\pi\Delta$ is necessary for magnetism.

At the symmetric point define $X_\sigma=U(n_\sigma-\tfrac12)/\Delta$, so that $\varepsilon_\sigma/\Delta=X_{-\sigma}$. Since arctan is odd,

$$X_\sigma=-h(X_{-\sigma}),\qquad h(x)=\frac u2\left[\arctan(x+v)+\arctan(x-v)\right].$$

Here $h$ is odd and increasing, and two applications give $X_\uparrow=h(h(X_\uparrow))$. If $h(X)>X$, monotonicity gives $h(h(X))>h(X)>X$, a contradiction; the reversed inequality fails likewise. Therefore $X_\uparrow=h(X_\uparrow)$ and $X_\downarrow=-X_\uparrow$. The total charge is one, $X_\uparrow=x$, and the problem reduces to

$$x=h(x).$$

At $V=0$ this reads $x=u\arctan x$. The initial slope is $u$ and the right side is bounded, so nonzero solutions appear precisely for $u>1$. A small moment splits the two spin levels, the splitting changes their occupations, and for $u>1$ the change exceeds the moment that caused it.

## Contribution 2: the bias weakens small moments

The first and third derivatives of $\arctan y$ are $1/(1+y^2)$ and $(6y^2-2)/(1+y^2)^3$. Even terms cancel between $y=v$ and $y=-v$, so

$$h(x)=\frac{u}{1+v^2}x+\frac u3\,\frac{3v^2-1}{(1+v^2)^3}x^3+\dots$$

The bias moves both chemical potentials away from the level centre, to energies where the density of states is lower. The feedback on a small moment exceeds one only if

$$u>1+v^2,\qquad\text{that is}\qquad V<V_1=2\Delta\sqrt{u-1}.$$

For $v^2<1/3$ the cubic term is negative. Dividing $x=h(x)$ by $x$ and solving for $x^2$ near the threshold gives

$$x^2\simeq\frac{3(1+v^2)^2(u-1-v^2)}{u(1-3v^2)}.$$

The moment then vanishes continuously. For $U=1.2\pi\Delta$ this happens at $V=0.894\Delta$.

## Contribution 3: large moments withstand more bias

For $v^2>1/3$ the cubic term is positive, and a finite moment can sustain itself where a small one decays. To count solutions, find the inflections of $h$. With $a=1+x^2+v^2$ and $b=2xv$, the condition $h''=0$ is

$$(x+v)(a-b)^2+(x-v)(a+b)^2=2x(a^2+b^2)-4vab=0 .$$

Inserting $b=2xv$ and dividing by $2x$ leaves $a^2+4v^2x^2-4v^2a=0$. Because $a-x^2=1+v^2$, this is $a^2=4v^2(1+v^2)$, or

$$x^2=2v\sqrt{1+v^2}-(1+v^2).$$

The right side is positive only for $v^2>1/3$. Below that, $h$ is concave for $x>0$ and the equation $x=h(x)$ has at most one positive root. Above it, $h-x$ is first convex and then concave, which allows at most two. Including $x=0$ and the mirror images, there are at most five solutions.

To see where two positive roots occur, write $h=(u/2)g(x,v)$ and define $R(v)=\sup_{x>0}g/x$. For $x>0$,

$$\frac{\partial g}{\partial v}=\frac1{1+(x+v)^2}-\frac1{1+(x-v)^2}<0\qquad(v>0),$$

so $R$ decreases with $v$. At $v^2=1/3$ the supremum is the initial slope $2/(1+v^2)=3/2$, which requires $u=2/R=4/3$. Larger $v$ requires larger $u$. The tricritical point is therefore

$$U=\frac{4\pi\Delta}{3}=4.189\Delta,\qquad V=\frac{2\Delta}{\sqrt3}=1.155\Delta .$$

For larger $U$, magnetic solutions survive beyond $V_1$ up to a fold $V_2$, where the two positive roots merge: $h(x)=x$ and $h'(x)=1$.

At large $u$ put $\delta=x-v$ and use $\arctan y\simeq\pi/2-1/y$. With $x+v\simeq\pi u$ in the small correction,

$$x\simeq\frac{\pi u}2-\frac{u}{2\delta}-\frac1{2\pi},\qquad v=x-\delta\simeq\frac{\pi u}2-\frac1{2\pi}-\left(\frac u{2\delta}+\delta\right).$$

The largest possible $v$ has $\delta=\sqrt{u/2}$, where the bracket equals $\sqrt{2u}$. Multiplying by $2\Delta$,

$$V_2\simeq U-\sqrt{\frac{8U\Delta}{\pi}}-\frac\Delta\pi .$$

At large $U$ the split levels sit near $\pm U/2$ and must stay outside the bias window by a margin set by their Lorentzian tails.

| $U/\Delta$ | $V_1/\Delta$ | $V_2/\Delta$ | large-$U$ form of $V_2/\Delta$ |
|---:|---:|---:|---:|
| 4.5 | 1.315 | 1.329 | 0.797 |
| 6 | 1.908 | 2.240 | 1.773 |
| 12 | 3.358 | 6.493 | 6.154 |
| 20 | 4.633 | 12.813 | 12.545 |

The large-$U$ form is 5% below the fold at $U=12\Delta$ and 2% below at $20\Delta$, relative to the fold; near the tricritical point it is useless.

## Which solutions survive in time

Let the levels change by $\delta\varepsilon_\sigma e^{\lambda t}$, with energies and rates now in units of $\Delta$. Linearizing the amplitude equation gives

$$\delta a=\frac{a\,\delta\varepsilon}{\omega-\varepsilon+i(1+\lambda)} .$$

With $y=\omega-\varepsilon$, adding the conjugate contribution changes $|a|^2$ by $|a|^2\,2y\,\delta\varepsilon/[y^2+(1+\lambda)^2]$. Integrate up to each chemical potential, substitute $s=y^2$, and use $\delta\varepsilon_\sigma=U\delta n_{-\sigma}$. The result is $\delta n_\sigma=-K\delta n_{-\sigma}$, where

$$K(\lambda)=\frac u2\sum_\pm\int_{(v\pm x)^2}^{\infty}\frac{ds}{(s+1)[s+(1+\lambda)^2]}
=\frac u2\sum_\pm\frac{\ln\dfrac{(v\pm x)^2+(1+\lambda)^2}{(v\pm x)^2+1}}{\lambda(\lambda+2)} .$$

Both spins have the same $K$, so a mode requires $K=\pm1$. If $\lambda$ has positive real and imaginary parts, $(1+\lambda)^2$ has a positive imaginary part, so the integrand, and with it $K$, has a negative imaginary part; complex conjugation covers the other case. No oscillating growth is possible. For real $\lambda\ge0$, $K$ is positive and falls from $K(0)=h'(x)$ to zero. A growing mode exists exactly when $h'(x)>1$, and it has $\delta n_\uparrow=-\delta n_\downarrow$.

This settles stability along the chosen spin axis within time-dependent Hartree-Fock. It does not cover rotations of the moment. The map at the symmetric point is:

- $V<V_1$ (needs $u>1$): the two states $\pm m$ are stable and the nonmagnetic one is unstable.
- $V_1<V<V_2$ (needs $u>4/3$): $\pm m$ and the nonmagnetic state are all stable, separated by two unstable solutions.
- Otherwise, away from the boundaries: the nonmagnetic state alone.

A numerical count that did not assume unit charge found 3, 5 and 1 solutions in these regions at the sampled points. Away from the symmetric point, the necessity of $u>1$ is shown here, but the value $4/3$ is not.

## From moments to current

The Meir-Wingreen current from the left lead contains $\Gamma_LA_\sigma[f_L-(f_L+f_R)/2]$, with $A_\sigma=2\Delta/[(\omega-\varepsilon_\sigma)^2+\Delta^2]$. Hence

$$I=\sum_\sigma\int_{-V/2}^{V/2}\frac{d\omega}{2\pi}\frac{\Delta^2}{(\omega-\varepsilon_\sigma)^2+\Delta^2}
=\frac\Delta\pi\left[\arctan(v+x)+\arctan(v-x)\right].$$

The last form uses $\varepsilon_\sigma=\mp x\Delta$, for which both spins contribute equally. The current is even in $x$ and falls with $|x|$. Two opposite moments alone therefore give no current loop, which is why $1<u<4/3$ shows magnetism without hysteresis.

## Weighing the contributions at $U=12\Delta$

Here $u=12/\pi=3.820$ and $V_1=2\sqrt{2.820}\,\Delta=3.358\Delta$. A sweep in steps of $0.02\Delta$, iterating $x=h(x)$ to convergence at each voltage from the previous solution (with a seed of at least $x=10^{-6}$), leaves the magnetic branch at $6.50\Delta$ going up and returns to it at $3.34\Delta$ coming down, the first grid points beyond the two edges. This is the infinitely slow limit. At $V=3.34\Delta$ the condition $K(\lambda)=1$ gives a growth rate of only $0.031\Delta/\hbar$, so the seed needs about $380\hbar/\Delta$ to reach $x=0.1$, and a sweep at finite speed overshoots both edges.

At $V=4.5\Delta$, $v=2.25$. The interaction alone would give a feedback of 3.82; the bias reduces it to $3.820/6.0625=0.63$, so small moments decay. At the middle root, $x=1.893$, each split level lies only $0.36\Delta$ from a chemical potential, and

$$h'=1.910\left[\frac1{1+4.143^2}+\frac1{1+0.357^2}\right]\simeq1.80 .$$

The second term supplies most of this, so the resonance with a chemical potential lifts the response to small changes of the moment above one again. At $x=5.096$ the levels lie outside the window, $h'=0.24$, and the state is stable. Its moment is $m=2(5.096)/12=0.849$. The two currents are

$$I_0=\frac2\pi\arctan2.25=0.734,\qquad I_m=\frac1\pi[\arctan7.346-\arctan2.846]=0.064$$

in units of $e\Delta/\hbar$. Real-time evolution started from 0.8 and 1.2 times the middle root ended on these two branches. For $\Delta=10^{-4}$ hartree the window is 9.1 to 17.7 mV, and the currents are 486 and 43 nA.

## The missing contribution: spin flips

The Hamiltonian is invariant under spin rotations. From any rotation-invariant preparation, exact evolution keeps $\langle m\rangle=0$. UHF instead turns a fluctuating moment into a static field. For a dot and one bath orbital with hopping $t$, $U=12t$ and two electrons, the exact ground state is a singlet with $\langle m\rangle=0$ and $\langle m^2\rangle=0.916$; UHF gives $m=0.943$.

The omitted process exchanges the dot spin with a lead electron of energy $\omega$. The dot is briefly empty, at cost $U/2+\omega$, or doubly occupied, at cost $U/2-\omega$. The amplitude has magnitude

$$t^2\left[\frac1{U/2+\omega}+\frac1{U/2-\omega}\right]=\frac{t^2U}{U^2/4-\omega^2}.$$

For transfer from left to right, $t^2$ becomes the product of the two lead couplings. Each density of states times squared coupling equals $\Delta/2\pi$, so the golden rule gives, for $V<U$,

$$W=2\pi\left(\frac\Delta{2\pi}\right)^2\int_{-V/2}^{V/2}d\omega\left[\frac{U}{U^2/4-\omega^2}\right]^2\simeq\frac{8\Delta^2V}{\pi U^2}\quad(V\ll U).$$

At $V=4.5\Delta$ the integral gives $W=0.088\Delta/\hbar$. Flips in both directions make $\langle m\rangle$ decay at $2W$, in about $6\hbar/\Delta$. This is a leading-order estimate for a well-formed moment, rough at $\Delta/U=1/12$. The UHF moment at the same bias lasts indefinitely.

The fixed direction of the UHF moment is thus an artefact. This alone does not remove the second current. Flips connect $+m$ with $-m$, which carry the same current, and an average over rotated magnetic solutions has $\langle m\rangle=0$ and still $I=0.064$. The branches also differ in a rotation-invariant quantity, the double occupancy $(1-m^2)/4$, which is $0.25$ against $0.070$. What the estimate does show is that the magnetic branch omits a transport channel: each left-to-right flip moves one electron, and $eW=0.088\,e\Delta/\hbar$ exceeds $I_m$. The UHF loop is therefore no reliable evidence for hysteresis, but uniqueness of the exact steady current is not proved here. Nor is the nonmagnetic UHF current a reference value, because it also omits correlation.

Equilibrium gives a sharper comparison. The exact ground state at $V=0$ is a Fermi-liquid singlet, a known property used here without derivation. Inelastic scattering then vanishes at the Fermi energy and particle-hole symmetry centres the resonance there, so the conductance is $2e^2/h$. This holds only for temperature and bias well below the Kondo scale; Haldane's estimate $k_BT_K\simeq\sqrt{U\Delta/2}\,e^{-\pi U/8\Delta+\pi\Delta/2U}$ gives $0.025\Delta$ at $U=12\Delta$ (about 0.8 K for $\Delta=10^{-4}$ hartree), far below the bias of the bistable window. In UHF, $x$ is even in $v$, and differentiating $I$ at $V=0$ gives $(2e^2/h)/(1+x^2)$. With $x=5.286$ this is $0.035$ of $2e^2/h$: the frozen moment has split the resonance and moved it away from the Fermi energy. The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
magnetic threshold at V=0: U = 3.14159 D
tricritical point: U = 4.18879 D, V = 1.15470 D
U=1.2 pi D: moment vanishes continuously at V = 0.8944 D
coexistence window: U/D, lower V/D, upper V/D, large-U upper V/D
    4.5   1.3151   1.3293   0.7966
    5.0   1.5382   1.6215   1.1134
    6.0   1.9077   2.2405   1.7729
    8.0   2.4872   3.5779   3.1682
   12.0   3.3584   6.4934   6.1538
   20.0   4.6330  12.8126  12.5452
worked example: U = 12.0 D, u = 3.8197
sweep up, jump at V = 6.50 D (step 0.02 D)
sweep down, jump at V = 3.34 D (step 0.02 D)
V/D, nonmagnetic I, magnetic I (e D/hbar), m, nonmagnetic stable?
  1.0 0.2952 0.0111 0.8798 no
  2.0 0.5000 0.0230 0.8761 no
  3.0 0.6257 0.0366 0.8693 no
  4.0 0.7048 0.0537 0.8578 yes
  4.5 0.7338 0.0645 0.8494 yes
  5.0 0.7578 0.0778 0.8381 yes
  6.0 0.7952 0.1225 0.7961 yes
  7.0 0.8228 none none yes
V=4.5 D roots: x_middle = 1.8933, x_magnetic = 5.0964
slopes h' at 0, middle, magnetic: 0.6301 1.7994 0.2446
time evolution from 0.8 x_middle: m = 0.0000, I = 0.7338 e D/hbar
time evolution from 1.2 x_middle: m = 0.8494, I = 0.0645 e D/hbar
current ratio of the branches at V=4.5 D: 11.38
growth rate at V=2 D, x=0: formula 1.3463, simulation 1.3458 D/hbar
growth rate at V=4.5 D, middle root: formula 0.8554, simulation 0.8553 D/hbar
V=0 magnetic solution: x = 5.2858, m = 0.8810
V=0 UHF conductance: 0.0346 (2e^2/h)
dot plus one bath orbital, U = 12 t, two electrons:
  exact <m> = 0.0000, exact <m^2> = 0.9160, UHF m = 0.9428
  exact singlet-triplet gap = 0.6056 t
spin-flip rate W at V=4.5 D: integral 0.0881, level sum 0.0881 D/hbar
  small-bias form of W: 0.0796 D/hbar
  moment relaxation time 1/(2W) = 5.67 hbar/D
conversion for D = 1e-04 hartree:
  window for U=12 D: 9.139 to 17.669 mV
  currents at V=4.5 D: 486.0 and 42.7 nA
```
